# Mean logarithmic phonon transmission through layers with random phases

A calculation of phonon transmission through a disordered multilayer has to choose what to average over disorder: the transmission $T$, its logarithm, or ray intensities with the phases discarded. For the 20-interface stack treated below, the three choices give 0.025, 0.00067 and 0.10. If the wanted quantity is the transmission of a typical stack, and the layer phases are independent and uniform, no sampling is needed: the mean of $\ln T$ is the number of interfaces times the logarithm for one interface. If the wanted quantity is the ensemble-averaged energy flow at fixed frequency, which is linear in $T$, that shortcut gives the wrong number.

## Statement and conventions

A longitudinal wave of frequency $f$ meets $N$ parallel, lossless interfaces at normal incidence. Interface $j$ separates medium $j-1$ from medium $j$, and media $0$ and $N$ are semi-infinite. Two materials alternate, so every interface has the same energy transmission $\tau=1-\rho$, with $0<\tau<1$. Layer $j$ has thickness $d_j$, wavenumber $q_j$, one-way phase $\theta_j=q_jd_j$ and round-trip phase $\phi_j=2\theta_j$. The $N-1$ phases $\phi_j$ are independent and uniform modulo $2\pi$. Then, for every $N\ge1$,

$$\langle\ln T_N\rangle=N\ln\tau .\tag{1}$$

The typical transmission is defined as $\exp\langle\ln T_N\rangle=\tau^N$. That single stacks cluster around this exponent is a separate claim, proved below through the variance.

Amplitudes are particle velocities, with time factor $e^{-i\omega t}$. The impedance $Z$ is density times sound speed. The compressive stress is $p=Zv$ for a right-going wave and $p=-Zv$ for a left-going one, and the energy flux is $\tfrac12Z|v|^2$.

## One interface

Let a unit wave in medium $a$ meet medium $b$. Continuity of velocity and stress gives

$$1+r=t,\qquad Z_a(1-r)=Z_bt .$$

Inserting the first equation into the second gives

$$r=\frac{Z_a-Z_b}{Z_a+Z_b},\qquad t=1+r=\frac{2Z_a}{Z_a+Z_b}.$$

The transmitted fraction of the energy flux is

$$\tau=\frac{Z_b}{Z_a}t^2=\frac{4Z_aZ_b}{(Z_a+Z_b)^2}=1-r^2,$$

so $\rho=r^2$. Seen from medium $b$, the reflection amplitude is $-r$ and the transmission amplitude is $1-r$. In an alternating stack $r$ changes sign from one interface to the next, while $\rho$ does not.

## Adding an interface

Let $a_n$ be the velocity amplitude sent into medium $n$ by the first $n$ interfaces, and $s_n$ their reflection amplitude seen from medium $n$. Thus $s_1=-r_1$. Add interface $n+1$, and write $r=r_{n+1}$ and $w=e^{i\phi_n}$. The right-going amplitude $A$ just after interface $n$ is the directly transmitted wave plus the wave that has crossed the layer, been reflected by $r$, returned, and been reflected by $s_n$:

$$A=a_n+s_n\,r\,w\,A\quad\Rightarrow\quad A=\frac{a_n}{1-r s_n w}.$$

The outgoing amplitude is $a_{n+1}=(1+r)e^{i\theta_n}A$. With $T_n=(Z_n/Z_0)|a_n|^2$ and $(Z_{n+1}/Z_n)(1+r)^2=\tau$, this becomes

$$T_{n+1}=\frac{\tau\,T_n}{|1-r s_n w|^2}.\tag{2}$$

For $s_{n+1}$, send a unit wave from the right. Part $-r$ is reflected at once and part $1-r$ enters the layer. Let $C$ be the amplitude returning to interface $n+1$ from the left. It obeys $C=ws_n[(1-r)+rC]$, so

$$C=\frac{(1-r)ws_n}{1-rws_n},\qquad
s_{n+1}=-r+(1+r)C=\frac{ws_n-r}{1-rws_n}.\tag{3}$$

The last form follows because the terms $r^2ws_n$ cancel in the numerator.

The size of $s_n$ is needed next. For any complex $z$ and real $r$, expanding both squares gives

$$|1-rz|^2-|z-r|^2=(1-r^2)(1-|z|^2).\tag{4}$$

With $z=ws_n$ and $|w|=1$, equations (3) and (4) give

$$1-|s_{n+1}|^2=\frac{\tau(1-|s_n|^2)}{|1-rws_n|^2}.$$

This is the recursion (2), with the same starting value $1-|s_1|^2=\tau=T_1$. Hence $|s_n|^2=1-T_n\equiv R_n$. Since $T_n>0$, $|s_n|<1$.

## The average of the logarithm

Take the logarithm of (2):

$$\ln T_{n+1}=\ln T_n+\ln\tau+G_n,\qquad G_n=-\ln|1-\zeta w|^2,\quad \zeta=rs_n .$$

Because $|\zeta|\le\sqrt\rho<1$, the logarithm has a uniformly convergent series,

$$G_n=2\,\mathrm{Re}\sum_{k=1}^{\infty}\frac{\zeta^k e^{ik\phi_n}}{k}.\tag{5}$$

The amplitude $s_n$ contains the phases $\phi_1,\dots,\phi_{n-1}$ but not $\phi_n$. With those earlier phases held fixed, the average over $\phi_n$ removes every term of (5), because $\langle e^{ik\phi_n}\rangle=0$ for $k\ge1$. Therefore $\langle G_n\rangle=0$ and $\langle\ln T_{n+1}\rangle=\langle\ln T_n\rangle+\ln\tau$. Starting from $\ln T_1=\ln\tau$, induction gives (1).

Physically, the echoes in a layer raise the transmission for some phases and lower it for others, and on a logarithmic scale the two balance. If the interfaces differ in strength, the same step gives $\sum_j\ln\tau_j$.

A phase grid over the three layers of a four-interface stack, with transmission computed from velocity and stress continuity, gives a mean of $-1.462571$. The value of $4\ln\tau$ is $-1.462571$.

## Why this is the typical exponent

Write $\zeta=|\zeta|e^{i\alpha}$. Then (5) is a cosine series with coefficients $2|\zeta|^k/k$. Different harmonics are orthogonal and each squared cosine averages to $\tfrac12$, so at fixed earlier phases

$$\langle G_n^2\rangle_{\phi_n}=\sum_{k\ge1}\frac{2|\zeta|^{2k}}{k^2}=2\,\mathrm{Li}_2(\rho R_n),\qquad \mathrm{Li}_2(x)=\sum_{k\ge1}\frac{x^k}{k^2}.$$

For $m<n$, $G_m$ is fixed before $\phi_n$ is averaged, so $\langle G_mG_n\rangle=0$. The variances add:

$$\mathrm{Var}(\ln T_N)=2\sum_{n=1}^{N-1}\langle\mathrm{Li}_2(\rho R_n)\rangle\le2(N-1)\mathrm{Li}_2(\rho).\tag{6}$$

Chebyshev's inequality then gives, for any $\epsilon>0$,

$$P\!\left(\left|\frac{\ln T_N}{N}-\ln\tau\right|>\epsilon\right)\le\frac{2(N-1)\mathrm{Li}_2(\rho)}{N^2\epsilon^2}\to0 .$$

The median has the same exponent. A median $m$ minimizes the mean absolute deviation, so for mean $\mu$ and standard deviation $\sigma$,

$$|\mu-m|\le\langle|X-m|\rangle\le\langle|X-\mu|\rangle\le\sigma .$$

Here $\sigma$ grows no faster than $\sqrt N$, while the mean grows as $N$.

Two weak-reflection limits are useful.

- **Long stack.** Since $T_n\to0$ in probability, $R_n\to1$, and the variance per added interface tends to $2\mathrm{Li}_2(\rho)$. For $\rho\ll1$ this is about $2\rho$, while $-\ln\tau\approx\rho$. As $N\rho$ grows well beyond one, the total variance therefore slowly approaches about twice the magnitude of the mean.
- **Short stack,** $N\rho\ll1$. Here $R_n\approx-\ln T_n$, so $\langle R_n\rangle\approx n\rho$. Equation (6) gives a variance of about $2\rho^2\sum_{n=1}^{N-1}n=\rho^2N(N-1)$. The standard deviation is comparable with the mean $N\rho$, and exponential decay is not yet visible.

## What independence contributes

Suppose all layers share one uniform phase, so that $w$ is the same in each. Continue $w$ into the disc $|w|\le1$. If $|s_n|<1$ there, then $|ws_n|<1$, and (4) shows that $|s_{n+1}|<1$. Starting from the constant $s_1$, every $s_n(w)$ is therefore analytic in the disc and smaller than one in modulus. The function $\ln[1-rws_n(w)]$ is also analytic there and vanishes at $w=0$. Its average over the circle equals its value at the centre, which is zero. Equation (1) thus survives when all layers share one uniform phase, and also when they differ from it by fixed offsets. It does not survive every correlation: if neighbouring phases move oppositely, $\theta_{n+1}=c-\theta_n$, then $s_n$ depends on both $w$ and its conjugate, the argument fails, and for the 20-interface example the mean of $\ln T$ runs from about $-15$ at $c=0$ to about $-0.5$ at $c=\pi/2$.

Concentration does not survive. For two alternating layers of equal phase $\theta$, half the trace of the velocity–stress transfer matrix, built from (9) below, is

$$\cos^2\theta-\tfrac12\left(\frac{Z_1}{Z_2}+\frac{Z_2}{Z_1}\right)\sin^2\theta
=1-\frac{2\sin^2\theta}{\tau}.$$

The second form uses $1+\tfrac12(Z_1/Z_2+Z_2/Z_1)=(Z_1+Z_2)^2/(2Z_1Z_2)=2/\tau$. Propagation without exponential decay requires this quantity to lie between $-1$ and $1$, hence $\sin^2\theta\le\tau$. The pass bands fill a fraction $(2/\pi)\arcsin\sqrt\tau$ of all phases.

For the example's $\tau=0.694$ this fraction is 0.63. With 20 interfaces and a common phase, $T>0.1$ for 0.619 of the phases; the two measures are close but not identical. The mean of $\ln T$ is $-7.313$, while its median is $-0.568$. A correct mean logarithm therefore does not by itself show that most realizations transmit little.

## The arithmetic mean and ray intensities

Jensen's inequality gives $\langle T_N\rangle\ge\exp\langle\ln T_N\rangle=\tau^N$. An upper bound follows from (2). For $|\zeta|<1$, expanding $1/|1-\zeta w|^2$ as a product of two geometric series and averaging leaves $\sum_k|\zeta|^{2k}=1/(1-|\zeta|^2)$. At fixed $T_n$, therefore,

$$\langle T_{n+1}\rangle_{\phi_n}=\frac{\tau T_n}{1-\rho(1-T_n)}=\frac{\tau T_n}{\tau+\rho T_n}\equiv g(T_n).\tag{7}$$

Adding ray intensities applies $g$ repeatedly to a single number. Inverting (7) gives $1/T_{n+1}=1/T_n+\rho/\tau$, and $1/T_1=1+\rho/\tau$, so

$$T_N^{\rm ray}=\frac1{1+N\rho/\tau}.\tag{8}$$

The derivative $g'(T)=\tau^2/(\tau+\rho T)^2$ is positive and decreasing, so $g$ is increasing and concave. Hence $\langle T_{n+1}\rangle=\langle g(T_n)\rangle\le g(\langle T_n\rangle)$, and by induction $\langle T_N\rangle\le T_N^{\rm ray}$. Equality holds for $N=2$, because $T_1$ does not fluctuate. For $N\ge3$ the inequality is strict. Even with random phases, ray addition overestimates the mean. What it discards is the interference between paths that cross each layer equally often but in different orders: their propagation phases are equal in every stack, so averaging does not remove it.

## Implementation

For a single realization, propagate velocity and stress. In a layer, $v=A+B$ and $p=Z(A-B)$ at the left face, and $A$ and $B$ acquire factors $e^{i\theta}$ and $e^{-i\theta}$ at the right face. Eliminating $A$ and $B$ gives

$$v_{\rm L}=\cos\theta\,v_{\rm R}-\frac{i\sin\theta}{Z}p_{\rm R},\qquad
p_{\rm L}=\cos\theta\,p_{\rm R}-iZ\sin\theta\,v_{\rm R}.\tag{9}$$

Start in the last medium with $v=1$, $p=Z_N$ and work leftwards. The incident amplitude is $(v+p/Z_0)/2$, so $T=4(Z_N/Z_0)/|v+p/Z_0|^2$.

Sample thicknesses so that $\phi$ covers whole turns. Since $\phi=4\pi fd/c$ for sound speed $c$, a uniform thickness distribution must have a width equal to a whole number of half wavelengths, $c/(2f)$. Average $\ln T$ for the typical value and $T$ for the ensemble-averaged energy flow.

## Worked example: a Mo/Si stack at 0.25 THz

The densities and speeds are rough typical film values: 2.3 g/cm³ and 8.0 km/s for Si, 10.0 g/cm³ and 6.4 km/s for Mo. The impedances are 18.4 and 64.0 MRayl. Hence

$$r=\frac{18.4-64.0}{18.4+64.0}=-0.553,\quad \rho=0.306,\quad \tau=0.694,\quad \ln\tau=-0.3656 .$$

There are 20 interfaces with Si on both outer sides, so the 19 layers are 10 of Mo and 9 of Si. Half wavelengths are 12.8 nm in Mo and 16.0 nm in Si. Thicknesses are uniform from 5.0 to 17.8 nm and from 5.0 to 21.0 nm respectively. The result is

$$\langle\ln T\rangle=20(-0.3656)=-7.31,\qquad \tau^{20}=6.7\times10^{-4}\ (-31.8\ \text{dB}).$$

The mean layer thicknesses, 11.4 and 13.0 nm, average to 12.2 nm per interface. The energy decay length is $12.2/0.3656=33.4$ nm; a length defined by amplitude would be twice as large.

Over 200,000 random stacks the mean of $\ln T$ is $-7.322\pm0.007$, the median is $-7.303$, and the standard deviation is 3.19, below the bound of 3.56. One standard deviation is a factor of about 24 in $T$, so $\tau^{20}$ sets the scale for one stack but does not predict its transmission closely. In longer stacks, between 30 and 60 interfaces, the sampled variance grows by 0.670 per interface with a sampling error of about 0.006, consistent with the limiting value 0.667, which by (6) the true increment approaches from below.

The arithmetic mean is 0.0252, about 38 times the typical value. Equation (8) gives 0.102, about four times the arithmetic mean. Only 6% of the stacks have $T>0.1$, yet they supply about three quarters of the mean.

## Damping and incomplete phase coverage

Let a layer reduce the energy by $e^{-a_n}$ per crossing, with real impedances retained. Then $w$ becomes $e^{-a_n}w$ in the denominator of (2), and its numerator gains $e^{-a_n}$. Equation (4) still keeps $|s_n|<1$. If $a_n$ is independent of the phase, the series average still vanishes and

$$\langle\ln T_N\rangle=N\ln\tau-\sum_{n=1}^{N-1}\langle a_n\rangle .$$

Repeated crossings therefore add no further term to the mean logarithm.

For an assumed energy mean free path $\ell=1000$ nm and a mean total thickness of 231 nm, the shift is $-0.231$. The sampled shift is $-0.249$, because thickness sets both phase and loss. To leading order, $\langle rs_n\rangle\approx\rho$: averaging (3) over the earlier phase leaves $\langle s_n\rangle=-r_n$, and $r_{n+1}=-r_n$. The average of $e^{(2iq-1/\ell)d}$ over a half-wavelength window starting at $d_0$ is about $ie^{2iqd_0}/(2q\ell)$. The first term of (5) then adds $-(\rho/q\ell)\sin(2qd_0)$ per layer. Summed over the stack this is $-0.021$, close to the difference of $-0.018$.

The same thicknesses used at 0.30 THz cover 1.2 turns of phase, and the mean of $\ln T$ becomes $-9.00$ instead of $-7.31$. To leading order each layer adds $2\rho\,\mathrm{Re}\langle e^{i\phi}\rangle$. For a window of 1.2 turns centred on $\phi_c$, $\langle e^{i\phi}\rangle=e^{i\phi_c}\sin(1.2\pi)/(1.2\pi)=-0.156\,e^{i\phi_c}$. With $\cos\phi_c=0.91$ in Mo and 0.99 in Si, the sum is $-1.7$, which has the sign and approximate size of the computed change. The closeness is partly fortuitous, because omitted terms of about a tenth of this size nearly cancel here. A broad phase distribution is therefore not sufficient: here a Fourier coefficient of modulus 0.156 shifts the mean noticeably, because the contributions of 19 layers add up.

## Relation to real multilayers

Picosecond acoustics can address coherent waves in this frequency range, but the deliberately wide thickness distribution is far from that of a regular Mo/Si mirror, whose layers are a few nanometres thick and nearly periodic. Such a mirror therefore breaks the assumption of uniform independent phases. The common-phase case illustrates how large the change can be: a median $\ln T$ of $-0.57$ instead of about $-7.3$. That median is taken over all phases, however; a given periodic mirror has fixed phases, and its transmission depends on whether the frequency lies in a pass band or a stop band. Two other changes, estimated through $\tau$ alone, are smaller here. A 1 nm grading at each interface, linear in impedance and speed, changes $20\ln\tau$ by $+0.09$ (about $+0.085$ to $+0.10$ for other linear profiles), and a 5% higher Mo speed, as a rough allowance for grain orientation, changes it by $-0.55$. At unchanged thicknesses the faster Mo also covers only 0.95 of a turn of phase, and the mean of $\ln T$ then moves by about $-0.35$. For a chain of atomic planes with spacing $a\approx0.22$ nm, lattice dispersion lowers the phase velocity in Mo by a fraction $(qa)^2/24\approx10^{-4}$ of its long-wave value. Oblique incidence, conversion to shear waves and lateral roughness are outside the model. At 300 K, $k_BT/h=6.25$ THz, 25 times the frequency used, so these numbers describe a low-frequency coherent wave and should not be used as a thermal conductance. The main computed values are in the numerical output below.

## Table of computed values

```
Si density, speed: 2.3 g/cm3, 8.0 km/s
Mo density, speed: 10.0 g/cm3, 6.4 km/s
Impedance Si, Mo: 18.4, 64.0 MRayl
Frequency: 0.25 THz; interfaces: 20; layers: 19
Thickness range Mo: 5.0 to 17.8 nm
Thickness range Si: 5.0 to 21.0 nm
Mean total thickness: 231.0 nm
Amplitude reflection r, Si to Mo: -0.5534
Energy reflection rho: 0.3062
Energy transmission tau: 0.6938
ln tau: -0.3656
4 interfaces, phase-grid mean ln T: -1.462571
4 interfaces, 4 ln tau: -1.462571
20 interfaces, 20 ln tau: -7.313
Random stacks sampled: 200000
Sampled mean ln T: -7.322 +/- 0.007
Typical transmission tau^20: 6.669e-04
Typical transmission in dB: -31.8 dB
Energy decay length: 33.4 nm
Sampled std of ln T: 3.193
Upper bound on std of ln T: 3.560
Sampled median ln T: -7.303
Variance per interface, sampled: 0.670
Variance per interface, 2 Li2(rho): 0.667
Arithmetic mean T: 0.02520 +/- 0.00021
Ray-intensity T: 0.1017
Common phase, mean ln T: -7.313
Common phase, median ln T: -0.568
Share with T > 0.1, common phase: 0.619
Share with T > 0.1, independent phases: 0.0604
Assumed energy mean free path: 1000 nm
Damping shift of mean ln T, sampled: -0.249
Damping shift, -thickness/free path: -0.231
Graded interface 1.0 nm, shift of 20 ln tau: 0.091
Mo speed +5 %, shift of 20 ln tau: -0.548
Relative lattice dispersion in Mo: 1.2e-04
Same stacks at 0.30 THz, mean ln T: -8.996 +/- 0.008
Thermal frequency kT/h at 300 K: 6.25 THz
```
